Why cavity walls can hold copper in silicon below silicide solubility

A simulation of a gettering anneal that treats the gettering layer as a boundary of the wafer needs a condition for dissolved copper there. If the layer is treated as a place where copper silicide precipitates, the concentration there is fixed at the silicide solubility C_eq for as long as silicide is present, and the rest of the wafer can be cleaned no further than that. If the layer contains cavities, the concentration at its edge depends on how full the cavity walls are, and it can lie far below C_eq. In the example below the two choices differ by a factor of about 4000, or about 400 if the wall's binding advantage over silicide is 0.5 eV rather than the 0.7 eV assumed.

The size of that factor comes mainly from the stronger binding assumed for the walls. The two sinks also differ in how the chemical potential of captured copper depends on the amount captured. For bulk silicide it does not change. For a wall it falls as the wall empties, so even a wall that binds copper more weakly than silicide can hold the concentration below C_eq.

**The model**

A wafer of thickness L holds a total copper dose Q, in atoms per wafer area, at a fixed temperature T. Copper can be dissolved at concentration C on interstitial sites of density N, bound to S wall sites per wafer area, or contained in bulk silicide in contact with silicon. The solution is dilute. Wall sites are identical, hold at most one atom each, and do not interact.

Energies are measured from dissolved copper. Moving an atom into solution costs h_p from silicide and h_w from a wall, both positive. It also gains an excess entropy σk, taken equal for the two transfers.

In solution, n atoms per area are spread over A = NL sites. By Stirling's formula the logarithm of the number of arrangements is

A ln A − n ln n − (A − n) ln(A − n).

Its derivative with respect to n is ln[(A − n)/n], which is close to ln(N/C) for a dilute solution. The chemical potential is −T times the entropy per added atom, so

μ_s = kT ln(C/N) − σkT.

**Why silicide stops at C_eq**

Silicide has a fixed composition. Adding copper, with silicon supplied by the wafer, makes more of the same phase, so every added atom has the same chemical potential:

μ_p = −h_p.

Equilibrium requires μ_s = μ_p, which gives

kT ln(C_eq/N) = σkT − h_p
C_eq = N exp(σ − h_p/kT).

The amount of silicide does not appear, so more precipitates do not lower C_eq. At any other concentration, moving one atom from solution into silicide changes the free energy by

μ_p − μ_s = −h_p + σkT − kT ln(C/N) = kT ln(C_eq/C).

This is negative for C > C_eq, and silicide already present grows. It is positive for C < C_eq, and silicide dissolves. Precipitation thus removes its own driving force on reaching C_eq. A wafer with Q < C_eq L does have C < C_eq, but only because it held little copper to begin with.

The comparison is made at one temperature. Cooling lowers C_eq, and silicide formed at the lower temperature can then remove more copper.

**Why a wall can go lower**

Let w = θS atoms occupy the wall. The logarithm of the number of arrangements is

S ln S − w ln w − (S − w) ln(S − w),

with derivative ln[(S − w)/w] = ln[(1 − θ)/θ]. Hence

μ_w = −h_w + kT ln[θ/(1 − θ)].

As θ goes to zero this falls without limit, because the few bound atoms have many empty sites to choose from. Setting μ_s = μ_w gives the Langmuir isotherm:

C = K θ/(1 − θ), K = N exp(σ − h_w/kT).

K is the dissolved concentration at half coverage. Dividing by C_eq cancels N and σ:

C/C_eq = [θ/(1 − θ)] exp[−(h_w − h_p)/kT].

The wall undercuts silicide when this ratio is below one, that is, when θ is below

θ* = C_eq/(C_eq + K) = 1/{1 + exp[−(h_w − h_p)/kT]}.

Since θ* is positive for any finite h_w, the wall need not bind copper more strongly than silicide does. Strong binding has a different role: it brings θ* close to one, so that nearly all sites are useful, and it makes the reduction large.

**How much copper the wall can take**

Without silicide, conservation of copper reads

Q = CL + SC/(C + K).

The right side rises with C, since its derivative L + SK/(C + K)² is positive. Therefore C < C_eq exactly when Q is below its value at C_eq:

Q* = C_eq L + θ*S.

Above Q*, at equilibrium, the excess forms silicide, the coverage stays at θ*, and C returns to C_eq. This needs silicide to be present or to nucleate; otherwise C rises above C_eq. Walls beat precipitation only while their coverage is below θ*, which for weak binding can leave many sites empty.

Below Q*, multiplying the conservation law by C + K and collecting powers of C gives

LC² + bC − QK = 0, b = KL + S − Q.

The product of the roots, −QK/L, is negative, so there is one positive root:

C = [−b + √(b² + 4LQK)]/(2L).

These laws were tested by summing over all distributions of a finite number of atoms among 2,000,000 solution sites, up to 1000 wall sites, and silicide with a binding of 8 kT. With 800 atoms and no walls, the mean number dissolved was 671. Adding 1000 wall sites with a weaker binding of 7 kT reduced it to 560, against 564 from the law for large systems. Weak walls do undercut silicide.

**A wafer at 973 K**

Take kT = 0.08385 eV, h_p = 1.5 eV, h_w = 2.2 eV, σ = 2.4 and L = 500 µm. The silicon lattice gives N = 4.99×10²² cm⁻³, counting eight interstitial sites per cubic cell. Then

C_eq = 9.36×10¹⁵ cm⁻³
K = 2.22×10¹² cm⁻³.

The cavities have radius 10 nm and density 10¹⁶ cm⁻³ in a layer 200 nm thick. Their wall area per wafer area is

(10¹⁶ cm⁻³)(2×10⁻⁵ cm)(4π × 10⁻¹² cm²) = 2.51.

With one site per atom of a (111) silicon face, or 7.83×10¹⁴ cm⁻², this gives S = 1.97×10¹⁵ cm⁻².

Let Q = 10¹⁵ cm⁻². Without walls, the wafer dissolves C_eq L = 4.68×10¹⁴ cm⁻² and the remaining 5.32×10¹⁴ cm⁻² is silicide. With walls, KL is negligible and b = 9.68×10¹⁴ cm⁻². The term 4LQK is small beside b², so the root reduces to

C ≈ QK/b = (10¹⁵ × 2.216×10¹²)/(9.68×10¹⁴) = 2.29×10¹² cm⁻³.

The coverage is 0.51 and no silicide remains. Dissolved copper is lower by a factor of about 4100. This is close to exp(0.7/0.08385) ≈ 4200, because the occupation factor θ/(1 − θ) is close to one.

The capacity limit is Q* = 2.44×10¹⁵ cm⁻². At Q = 1.9×10¹⁵ cm⁻² the coverage is 0.964 and C has risen to 5.9×10¹³ cm⁻³, still well below C_eq. At 4×10¹⁵ cm⁻² the walls are full to within 0.03%, 1.56×10¹⁵ cm⁻² is silicide, and C is back at C_eq. Direct minimization of the free energy, at doses 1% below and 1% above Q*, found silicide absent in the first case and present in the second.

Now weaken the wall to h_w = 1.4 eV, with everything else fixed. Then θ* = 0.233. At Q = 8×10¹⁴ cm⁻², which would form silicide without walls, the walls hold C at 0.85 C_eq. The reduction survives, but it is small.

Return to h_w = 2.2 eV. At low dose, where C is far below K, the isotherm becomes θ ≈ C/K, and conservation gives Q ≈ C(L + S/K). Relative to a wafer without walls, where C = Q/L, the concentration falls by the factor

1 + S/(KL) ≈ 1.8×10⁴.

Silicide gives no reduction in this limit, since it does not form.

**How the walls consume distant silicide**

Suppose silicide lies on one face, x = 0, and initially empty cavities on the other, x = L, with the wafer between them initially at C_eq. The walls lower C on their side, copper flows towards them, and silicide dissolves to replace it.

Let J be the flux leaving the silicide, J = −D ∂C/∂x at x = 0. While silicide remains, C(0) = C_eq. Treat the wall side as C(L) ≈ 0. Multiplying the diffusion equation by L − x and integrating by parts gives

d/dt ∫(L − x)C dx = −DL ∂C/∂x|₀ + D[C(L) − C(0)] = LJ − DC_eq.

The integral starts at C_eq L²/2. In the later steady state C = C_eq(1 − x/L), and the integral is C_eq L²/3. Integrating over time, the dose released is

∫J dt = DC_eq t/L − C_eq L/6.

Setting this equal to the initial silicide dose P gives the dissolution time

t = (L²/D)[P/(C_eq L) + 1/6],

valid if the steady profile forms before the silicide is gone. Take D = 3.51×10⁻⁵ cm²/s and P = 5.32×10¹⁴ cm⁻², the silicide dose found above for the wafer without walls. Then L²/D is 71.3 s, P/(C_eq L) is 1.137 and

t = 71.3 × (1.137 + 0.167) = 93 s.

A diffusion simulation with these values and the full isotherm at the wall also gave 93 s. The face that had carried silicide fell below 1% of C_eq after 221 s. With an assumed attempt rate of 10¹³ s⁻¹ and a total barrier of h_w plus a migration barrier of 0.18 eV, or 2.38 eV, an atom leaves its site in about 0.2 s. Recapture makes equilibration slower: a cavity exchanges its copper with the solution over several seconds, and the layer is still unevenly filled when the silicide disappears. The concentration at the edge of the layer nevertheless stays far below C_eq, which is all that the approximation C(L) ≈ 0 requires.

**Where the numbers are uncertain**

The energies, diffusivity and cavity geometry are rough values for copper in silicon with cavities left by helium implantation and annealing. The reduction depends exponentially on h_w − h_p, which is uncertain by about 0.2 eV. If it is 0.5 eV, with C_eq unchanged, the reduction in the example is about 380 and the low-dose factor about 1.6×10³. The dose of 10¹⁵ cm⁻² represents deliberate or severe contamination, far above that of a clean production wafer, for which the low-dose limit is the relevant one.

The equal excess entropies are also an assumption. If the entropy gained on leaving a wall were larger by k, K would rise by a factor of e, and the reduction in the example would fall from about 4100 to about 1500.

Real walls break the assumption of identical, independent sites. Suppose neighbouring atoms repel, adding an energy SWθ²/2 in mean field. Its derivative with respect to w = Sθ is Wθ, so

C = K [θ/(1 − θ)] exp(Wθ/kT).

For W = 0.2 eV and θ ≈ 0.51, C rises by a factor of 3.4. A wall binding weaker by 0.2 eV raises it by a further factor of 11. With both, C/C_eq is about 0.009, so the reduction falls from about 4100 to about 110 but does not vanish.

Small precipitates do worse than bulk silicide. For a sphere of radius r, interface energy γ and volume Ω per copper atom, adding an atom costs

d(4πr²γ)/d(4πr³/3Ω) = 2γΩ/r.

This raises the equilibrium concentration by exp(2γΩ/rkT). With γ = 1 J/m², Ω = 0.015 nm³ and r = 10 nm, the factor is 1.25. Read the other way, a new precipitate grows only if its radius exceeds 2γΩ/[kT ln(C/C_eq)]. At a dose 1% above Q*, where C would be 1.05 C_eq without silicide, this radius is 44 nm. Unless silicide is already present or defects ease its nucleation, the solution can therefore remain supersaturated, and C_eq is then a floor that is not reached.

Dissolved copper is a positive ion, so its solubility is proportional to the hole density p. With acceptor density N_A and intrinsic density n_i, and with the charge of the copper itself neglected, neutrality requires p − n_i²/p = N_A, hence

p/n_i = y + √(1 + y²), y = N_A/(2n_i).

For N_A = 10¹⁶ cm⁻³ and n_i ≈ 6.8×10¹⁷ cm⁻³, a rough estimate from a gap of 0.9 eV and free-electron masses, this is 1.007. A larger n_i would bring it closer to one. Copper dissolved at C_eq has a charge density close to that of these acceptors and opposite in sign, but it too is far below n_i and shifts p by less than 1%. If copper is neutral both in silicide and on the wall, C_eq and K at a given p change by the same factor and their ratio is unaffected.

The model omits cavity coarsening, which removes wall area, as well as wall charging, a spread of site energies and precipitate strain. A process that relies on cavities therefore needs enough wall sites at the end of the anneal to hold the captured copper at a coverage that gives the target concentration, and enough time for that copper to reach them. The numerical output below includes results at two other temperatures. The higher one, 1173 K, lies above the copper-silicon eutectic near 1075 K, where solid silicide no longer coexists with silicon, so the C_eq listed there is only an extrapolation.

Numbers as computed

```
Finite-system check: dissolved atoms, counted / law
  silicide only, 800 atoms: 670.7 / 670.9
  strong walls, 600 atoms: 93.1 / 93.3
  overloaded walls, 2500 atoms: 670.7 / 670.9
  weak walls, 800 atoms: 560.1 / 563.8
Temperature: 973 K; kT: 0.08385 eV
Enthalpy silicide, wall: 1.5, 2.2 eV
Excess entropy: 2.4 k
Interstitial site density: 4.994e+22 cm^-3
Wafer thickness: 500 um
Cavity radius, layer: 10, 200 nm
Cavity density: 1.0e+16 cm^-3
Void fraction of layer: 0.0419
Wall area per wafer area: 2.513
Sites per wall area: 7.830e+14 cm^-2
Wall sites per wafer area S: 1.968e+15 cm^-2
C_eq: 9.361e+15 cm^-3
K (half coverage): 2.216e+12 cm^-3
K/C_eq: 2.367e-04
1 - theta_star: 2.367e-04
Dissolved dose at C_eq: 4.680e+14 cm^-2
Threshold dose: 2.435e+15 cm^-2
Example dose: 1.0e+15 cm^-2
No walls: C 9.361e+15 cm^-3
No walls: silicide dose 5.320e+14 cm^-2
Walls: C 2.289e+12 cm^-3, theta 0.5081
Walls: C/C_eq 2.446e-04
Walls: reduction factor 4089
Dose (cm^-2), C (cm^-3), theta, silicide (cm^-2), with walls
  3.0e+14, 3.986e+11, 0.1524, 0.000e+00
  1.9e+15, 5.942e+13, 0.9640, 0.000e+00
  4.0e+15, 9.361e+15, 0.9998, 1.565e+15
T (K), C_eq, C without walls, C with walls (cm^-3), dose 1e15
  773, 9.14e+13, 9.14e+13, 2.58e+09
  973, 9.36e+15, 9.36e+15, 2.29e+12
  1173, 1.98e+17, 2.00e+16, 1.97e+14
Weak wall 1.4 eV: theta_star 0.233
Weak wall, dose 8.0e+14 cm^-2: C/C_eq 0.848
Cu diffusivity: 3.506e-05 cm^2/s
Silicide gone, simulation / law: 93.0 / 92.9 s
Far face below 1% of C_eq after: 220.7 s
Wall release time, 1e13 /s attempts: 0.21 s
Binding error 0.2 eV: factor 10.9 in C
Repulsion 0.2 eV: factor 3.36 in C
Both adverse: C/C_eq 8.919e-03
Interface energy 1 J/m^2, Cu volume 0.015 nm^3
Precipitate radius 10 nm: C/C_eq 1.250
Intrinsic carriers, gap 0.9 eV: 6.84e+17 cm^-3
Acceptors 1e+16 cm^-3: Cu+ factor 1.0073
```
